# The tessera self-potential factor 1.07 from the Born energy

An apparent-surface-charge model replaces the polarized solvent around a molecule by charges on the cavity surface. In the discretization considered here, the surface is cut into small pieces, the tesserae, and each carries one point charge at its centre. In the conductor-like form treated here, the charges follow from the potentials they must produce at those same centres, and here the scheme breaks down as it stands: a point charge has an infinite potential at its own position. The diagonal of the interaction matrix has to be supplied by a separate argument.

The choice matters. Take a unit charge at the centre of a sphere of radius 2 Å in a solvent of relative permittivity 80, with the sphere cut into 60 equal triangles. If each tessera is given the self-potential of a flat charged disc, the solvation energy comes out too negative by 3 kJ/mol, or 0.9 %. Multiplying the disc value by 1.07 removes almost all of this error. The factor follows from demanding the exact energy of this one solvable case, and the derivation also shows for which tesserae it holds.

## Back of the envelope

Potentials are written as charge divided by distance. Energies in this form are multiplied by the Coulomb constant when numbers are wanted. Let a tessera have area \(a\) and carry a unit charge.

**The disc.** Replace the tessera by a flat disc of the same area, with radius \(b=\sqrt{a/\pi}\) and uniform density \(1/a\). The potential at its centre is

\[
\int_0^b \frac{1}{a}\,\frac{2\pi\rho\,d\rho}{\rho}=\frac{2\pi b}{\pi b^2}=\frac{2}{b}=2\sqrt{\frac{\pi}{a}}=\sqrt{\frac{4\pi}{a}} .
\]

This sets the natural unit, and the diagonal element is written

\[
S_{ii}=k\sqrt{\frac{4\pi}{a}} ,
\]

so that the disc has \(k=1\).

**The neighbours.** The other tesserae are treated as point charges although their charge is really spread out. Consider a neighbour whose centre is at distance \(r\), and let \(\boldsymbol\rho\) run over its area, measured from its centroid. Expand \(1/|\mathbf r+\boldsymbol\rho|\) to second order and average. The linear term vanishes. If the patch has equal second moments in both directions, \(\langle\rho_\alpha\rho_\beta\rangle=\tfrac12\langle\rho^2\rangle\delta_{\alpha\beta}\), and

\[
\Big\langle\frac{1}{|\mathbf r+\boldsymbol\rho|}\Big\rangle-\frac1r\approx\frac{\langle\rho^2\rangle}{4}\,\nabla^2_{2}\frac1r=\frac{\langle\rho^2\rangle}{4r^3}.
\]

The Laplacian here is the two-dimensional one, because the charge is spread within the surface. It gives \(\nabla_2^2 r^{n}=n^2r^{n-2}\), which for \(n=-1\) is \(r^{-3}\). The three-dimensional Laplacian would have given zero. To this order, a point charge therefore underestimates the potential of a spread neighbour.

For a disc \(\langle\rho^2\rangle=b^2/2=a/(2\pi)\), so each neighbour is short by \(a/(8\pi r^3)\). There is one neighbour per area \(a\). Replacing the sum by an integral that starts at the rim of the central disc gives

\[
\int_b^\infty\frac{2\pi r\,dr}{a}\,\frac{a}{8\pi r^3}=\frac14\int_b^\infty\frac{dr}{r^2}=\frac{1}{4b}=\frac18\cdot\frac2b .
\]

If the total potential is to be right, the diagonal must make up this deficit, which suggests \(k\approx1+\tfrac18\). The estimate is crude, since it uses a second-order expansion for touching neighbours and smears out their positions. It does give the sign and the size: the diagonal should exceed the disc value by roughly a tenth.

## The energy to be reproduced

Let a charge \(Q\) sit at the centre of a spherical cavity of radius \(R\) in a dielectric of permittivity \(\varepsilon\). The field is \(Q/r^2\) inside and \(Q/(\varepsilon r^2)\) outside. The jump of the normal field equals \(4\pi\) times the apparent surface charge density, so

\[
4\pi\sigma=\frac{Q}{\varepsilon R^2}-\frac{Q}{R^2}
\quad\Rightarrow\quad
4\pi R^2\sigma=-fQ,\qquad f=1-\frac1\varepsilon .
\]

This uniform shell produces the potential \(-fQ/R\) everywhere inside the cavity and on its surface. Charging the ion gradually from \(0\) to \(Q\) against this potential costs

\[
G_{\rm Born}=-\int_0^Q\frac{fQ'}{R}\,dQ'=-\frac{fQ^2}{2R}.
\]

On the surface the ion's own potential is \(Q/R\). The shell's potential there is \(-f\) times this, which is the equation of a conductor-like model: the apparent charges cancel the solute potential on the surface, scaled by \(f\). For a centred charge in a sphere this scaling is exact, so any error found below comes from the discretization.

## The exact condition on the diagonal

Cut the sphere into \(N\) tesserae of area \(a=4\pi R^2/N\), with centres \(\mathbf s_i\) and point charges \(q_i\). The discrete equations are

\[
\sum_j S_{ij}q_j=-\frac{fQ}{R},\qquad S_{ij}=\frac{1}{r_{ij}}\ (i\ne j),\quad r_{ij}=|\mathbf s_i-\mathbf s_j| ,
\]

and the energy is half the interaction of the apparent charges with the ion,

\[
G=\frac12\sum_i q_i\frac{Q}{R}.
\]

Assume that the tesserae are equivalent, meaning that a symmetry of the tessellation carries any one of them, with its centre, into any other. Every row of \(S\) then has the same sum,

\[
\lambda=S_{ii}+\sum_{j\ne i}\frac1{r_{ij}} .
\]

Add up the \(N\) equations. Since \(S\) is symmetric its columns also sum to \(\lambda\), and the left side becomes \(\lambda\sum_jq_j\). Hence

\[
\sum_jq_j=-\frac{NfQ}{R\lambda},\qquad
G=-\frac{fQ^2}{2R}\,\frac{N}{R\lambda}.
\]

The Born energy is reproduced if and only if \(\lambda=N/R\). On this sphere \(\sqrt{4\pi/a}=\sqrt N/R\), so the condition reads \(k\sqrt N/R+\sum_{j\neq i}1/r_{ij}=N/R\), or

\[
\boxed{\,k^*=\frac{1}{\sqrt N}\Big(N-R\sum_{j\ne i}\frac{1}{r_{ij}}\Big)\,}
\]

Neither \(Q\) nor \(\varepsilon\) appears, and \(R\) only sets the scale of the distances. What remains is the geometry of the tessellation.

For any other \(k\), the row sum is \(\lambda=N/R+(k-k^*)\sqrt N/R\), and therefore

\[
\frac{G}{G_{\rm Born}}=\frac{1}{1+(k-k^*)/\sqrt N}.
\]

A diagonal that is too small lets too much charge onto the surface and makes the energy too negative, by a relative amount close to \((k^*-k)/\sqrt N\). For a fixed error in \(k\), refining the mesh removes the energy error, but only as \(N^{-1/2}\).

## What the self-potential contains

Spread one unit of charge uniformly over each tessera. The result is a uniform shell of charge \(N\), whose surface potential is \(N/R\). At \(\mathbf s_i\) this potential is the sum of a part \(\Phi_{\rm own}\) from tessera \(i\) and parts \(\Phi_j\) from the others. Inserting \(N/R=\Phi_{\rm own}+\sum_{j\ne i}\Phi_j\) into the condition on \(k^*\) gives

\[
k^*\frac{\sqrt N}{R}=\Phi_{\rm own}+\sum_{j\neq i}\Big(\Phi_j-\frac1{r_{ij}}\Big).
\]

The diagonal thus holds the tessera's own potential and also the correction for having treated all its neighbours as points.

The own part depends on shape. For a flat regular \(n\)-gon of inscribed radius \(h\), use polar coordinates about the centre. The factor \(\rho\) in the area element cancels \(1/\rho\), which leaves the distance to the edge, \(h/\cos\varphi\), to be integrated over \(2n\) equal sectors. With \(t=\tan(\pi/n)\) and area \(a=nh^2t\),

\[
\Phi_{\rm own}=\frac{2n}{a}\int_0^{\pi/n}\frac{h\,d\varphi}{\cos\varphi}=\frac{2nh}{a}\,\operatorname{arsinh}t .
\]

Dividing by \(\sqrt{4\pi/a}\) gives

\[
k_n=\frac{2nh\operatorname{arsinh}t}{\sqrt{4\pi\,nh^2t}}=\sqrt{\frac{n}{\pi t}}\;\operatorname{arsinh}t .
\]

This is 0.9991 for a hexagon and 0.9779 for a triangle. Both lie below the disc value, because a disc holds its charge as close to the centre as the given area and density allow. The excess of \(k^*\) over 1 must therefore come from the neighbours.

## The fine-mesh limit

The neighbour corrections fall off as \(a/r^3\), and their sum over a surface converges. On the sphere, the \(N\) patches at distances of order \(R\) contribute together about \(Na/R^3\sim1/R\), which is smaller than \(\sqrt N/R\) by a factor of order \(N^{-1/2}\). For a locally regular mesh the limit of \(k^*\) is thus set by the plane lattice of tessera centres.

In the plane the required self-potential is the potential of a uniform unit-per-tessera background minus that of all the other point charges. Each diverges separately, so both are multiplied by \(e^{-\eta r^2}\), and \(\eta\to0\) is taken after the subtraction. With the factor included, the second-order correction per patch is proportional to \(a\nabla_2^2(e^{-\eta r^2}/r)=a\,e^{-\eta r^2}(r^{-3}+4\eta^2r)\). Integrated over the plane outside a radius \(b\), with one patch per area \(a\), this Laplacian leaves only the boundary term \(2\pi e^{-\eta b^2}(1/b+2\eta b)\). That differs from its value at \(\eta=0\) by a term of order \(\eta\), so the effect of the cutoff vanishes in the limit.

**Hexagonal tesserae.** Their centres form a triangular lattice of spacing \(d\), with \(a=\tfrac{\sqrt3}{2}d^2\). Define the number \(T\) by

\[
\frac Td=\lim_{\eta\to0}\Big[\sum_{\mathbf r\neq0}\frac{e^{-\eta r^2}}{r}-\frac1a\int\frac{e^{-\eta r^2}}{r}\,d^2r\Big].
\]

Direct summation gives \(T=-4.2134\). The required self-potential is minus this quantity, \(k\sqrt{4\pi/a}=-T/d\), so

\[
k_{\rm hex}=-T\,\frac{\sqrt{\sqrt3/2}}{\sqrt{4\pi}}=1.1061 .
\]

**Triangular tesserae.** The centres of equilateral triangles form a honeycomb. Let \(b'\) be its nearest-neighbour distance. A triangular lattice of spacing \(b'\) splits into three triangular sublattices A, B and C of spacing \(\sqrt3\,b'\), and the honeycomb is two of them, say A and B. At an A site, the other A charges with their background give \(T/(\sqrt3\,b')\), by scaling. Sublattices B and C each give the same potential \(x\), since inversion through the A site exchanges them. All three together must give the full lattice:

\[
\frac{T}{b'}=\frac{T}{\sqrt3\,b'}+2x
\quad\Rightarrow\quad
x=\frac{T}{2b'}\Big(1-\frac1{\sqrt3}\Big).
\]

The honeycomb potential at an A site is then

\[
\frac{T}{\sqrt3\,b'}+x=\frac{T}{2b'}\Big(1+\frac1{\sqrt3}\Big).
\]

Removing one site in three raises the area per site from \(\tfrac{\sqrt3}{2}b'^2\) to \(\tfrac32\cdot\tfrac{\sqrt3}{2}b'^2\). Since \(k\) is proportional to the potential times \(\sqrt a\),

\[
\frac{k_{\rm tri}}{k_{\rm hex}}=\frac12\Big(1+\frac1{\sqrt3}\Big)\sqrt{\frac32}=\frac{\sqrt3+1}{2\sqrt2}=\cos15^\circ ,
\]

because \(\cos(45^\circ-30^\circ)=\tfrac{1}{\sqrt2}\big(\tfrac{\sqrt3}{2}+\tfrac12\big)\). Hence

\[
k_{\rm tri}=1.1061\cos15^\circ=1.0684 .
\]

This rounds to 1.07. It belongs to equilateral triangular tesserae with their charges at the centroids. Subtracting the own parts leaves neighbour parts of \(1.0684-0.9779=0.0905\) for triangles and \(1.1061-0.9991=0.1070\) for hexagons, so both parts are smaller for triangles. The rough value \(\tfrac18\) was of the right size for either.

## Worked example: 60 triangles

Project a regular dodecahedron onto a sphere and join the centre of each face to its five corners. This gives 60 spherical triangles, which the rotations of the dodecahedron carry into one another, so the exact condition applies. Take \(Q=1\,e\), \(R=2\) Å and \(\varepsilon=80\).

The tessera area and the disc value of the self-potential are

\[
a=\frac{4\pi(2\ \text{Å})^2}{60}=0.8378\ \text{Å}^2,\qquad \sqrt{\frac{4\pi}{a}}=\frac{\sqrt{60}}{2\ \text{Å}}=3.873\ \text{Å}^{-1}.
\]

Each centre is taken as the mean of the triangle's three corners, projected onto the sphere. The sum over the other 59 centres is \(R\sum1/r_{ij}=51.7229\), so

\[
k^*=\frac{60-51.7229}{\sqrt{60}}=1.0686 .
\]

The last digit depends on how the centre is defined: the area centroid of each spherical triangle gives 1.0683. Integration over the spherical triangles divides the value 1.0686 into 0.9792 from the tessera's own spread charge and 0.0894 from the neighbours. The three nearest neighbours supply 0.0175 of the latter, and the 56 others supply the rest. The correction is thus not confined to the tesserae that share an edge.

With \(f=0.9875\) and the Coulomb constant 1389.355 kJ/mol Å, the Born energy is

\[
G_{\rm Born}=-\frac{0.9875\times1389.355}{2\times2}=-343.00\ \text{kJ/mol}=-81.98\ \text{kcal/mol}.
\]

Solving the 60 equations with different diagonals gives the following energies. A positive error means an energy that is too negative, relative to the Born value.

| diagonal | \(k\) | \(G\) (kJ/mol) | error (%) |
|---|---|---|---|
| required | 1.0686 | −343.00 | 0.000 |
| rounded | 1.0700 | −342.93 | −0.018 |
| disc, centre | 1.0000 | −346.06 | +0.893 |
| disc, average | 0.8488 | −353.01 | +2.920 |

The third row agrees with the error formula: \((1.0686-1)/\sqrt{60}=0.0089\).

## Comparison with the flat disc

The last row uses the disc potential averaged over the disc instead of taken at its centre. To find it, build the disc up ring by ring. At the rim of a disc of radius \(\rho\) and density \(\sigma\), polar coordinates about the rim point give the potential

\[
\sigma\int_{-\pi/2}^{\pi/2}2\rho\cos\varphi\,d\varphi=4\sigma\rho .
\]

Adding rings of charge \(2\pi\sigma\rho\,d\rho\) costs

\[
U=\int_0^b4\sigma\rho\;2\pi\sigma\rho\,d\rho=\frac{8\pi\sigma^2b^3}{3}.
\]

Since \(U\) is half the charge times the average potential, a unit charge with \(\sigma=1/(\pi b^2)\) has the average potential

\[
2U=\frac{16}{3\pi b}=\frac{8}{3\pi}\cdot\frac2b ,
\]

so \(k=8/(3\pi)=0.8488\).

This value is not wrong in itself. It is the disc approximation to the diagonal of a scheme in which every matrix element is averaged over both tesserae; for the actual triangles of this mesh the averaged diagonal is somewhat smaller, \(k\approx0.82\). If the true spherical patches are used for all elements, each row sum is the surface average of a constant shell potential, \(N/R\), and the Born energy is exact. The 2.9 % error arises from combining an averaged diagonal with point-charge neighbours: with the triangles' own averaged diagonal it would be 3.3 %, and the larger disc value offsets about 0.4 % of this. Likewise, the centre value \(k=1\) is a good approximation to a tessera's own potential, and it fails here because the neighbour correction is missing.

## How far 1.07 carries over

When the tesserae are not all equivalent, no single \(k\) need make every row sum right, but one can still be fixed by the energy. Let \(\mathbf 1\) be the vector of ones and \(S_{ii}=k\sqrt{4\pi/a_i}\). The charges are \(\mathbf q=-(fQ/R)S^{-1}\mathbf 1\), and the energy becomes

\[
G=-\frac{fQ^2}{2R^2}\,\mathbf 1^{\rm T}S^{-1}\mathbf 1 ,
\]

which equals the Born energy when \(\mathbf 1^{\rm T}S^{-1}\mathbf 1=R\). For triangles derived from the tetrahedron (\(N=4\)), the octahedron (8), the icosahedron (20) and successive refinements of the last, the results are:

| \(N\) | required \(k\) | error at 1.07 (%) | error at 1 (%) |
|---|---|---|---|
| 4 | 1.0814 | +0.575 | +4.245 |
| 8 | 1.0836 | +0.482 | +3.045 |
| 20 | 1.0778 | +0.175 | +1.771 |
| 80 | 1.0687 | −0.014 | +0.775 |
| 320 | 1.0674 | −0.015 | +0.379 |
| 1280 | 1.0670 | −0.008 | +0.188 |

From 80 triangles on, the factor 1.07 leaves errors below 0.02 %, while the disc error halves each time \(N\) is multiplied by four, as the \(N^{-1/2}\) law requires. The finest mesh gives 1.0670, slightly below the lattice value 1.0684. The refined triangles are not equilateral, and further refinement keeps their distorted shapes, so this sequence of meshes need not approach the equilateral limit.

Cells with five and six sides behave differently. Twelve pentagons require 1.0986, and a mesh of 642 Voronoi cells, mostly hexagons, requires 1.1037 with the charges at the points that generate the cells and 1.105 with the charges at the cell centroids, both close to the hexagonal limit 1.1061. Using 1.07 on such a mesh would make the energy slightly too negative.

Three conditions limit the result. The charges must sit near the centroids of compact tesserae, since long slivers or displaced points change both parts of \(k^*\). The neighbours must be treated as points, because the factor corrects for that treatment. Finally, the condition fixes one number from one uniform charge distribution. On a molecular cavity made of intersecting spheres, or for an off-centre charge, 1.07 is a transferred value, and the exactness shown here does not go with it.

The numerical check checks the energy condition, the division into own and neighbour parts, and the lattice limits numerically.

## Computed values

```
disc, centre potential: k = 1.0000
disc, average potential: k = 0.8488
flat triangle, centre potential: k = 0.9779
flat hexagon, centre potential: k = 0.9991
60 triangles: R*sum of 1/r_ij = 51.7229
60 triangles: required k = 1.0686
  part from own spread charge = 0.9792
  part from all neighbours = 0.0894
  of which 3 nearest neighbours = 0.0175
triangular lattice constant T = -4.2134
honeycomb lattice constant = -3.3230
fine-mesh limit, hexagonal tesserae: k = 1.1061
fine-mesh limit, triangular tesserae: k = 1.0684
triangle meshes: N, required k, energy error % at k=1.07, at k=1
      4 1.0814 +0.575 +4.245
      8 1.0836 +0.482 +3.045
     20 1.0778 +0.175 +1.771
     80 1.0687 -0.014 +0.775
    320 1.0674 -0.015 +0.379
   1280 1.0670 -0.008 +0.188
pentagon/hexagon meshes: N, required k
     12 1.0986
     42 1.1017
    162 1.1027
    642 1.1037
example: Q = 1 e, R = 2.0 angstrom, eps = 80, N = 60
dielectric factor 1-1/eps = 0.9875
Coulomb constant = 1389.355 kJ/mol angstrom
tessera area = 0.8378 angstrom^2
sqrt(4 pi/a) = 3.8730 1/angstrom
1.07*sqrt(4 pi) = 3.7931
Born energy = -343.00 kJ/mol = -81.98 kcal/mol
case: k, S_ii (1/angstrom), total charge (e), energy (kJ/mol), error %
  required k: 1.0686 4.1386 -0.98750 -343.00 +0.000
  k = 1.07: 1.0700 4.1441 -0.98732 -342.93 -0.018
  disc centre: 1.0000 3.8730 -0.99632 -346.06 +0.893
  disc average: 0.8488 3.2875 -1.01633 -353.01 +2.920
```
